# Fermi-Level Pinning at a Metal Contact to a Two-Dimensional Semiconductor

## Problem

A metal lies on a semiconducting layer so thin that all its charge can be assigned to one plane. Between the metal and this plane is a vacuum gap of width $\delta=3$ Å. The contact produces electronic states at energies inside the band gap of the layer. Their density is constant throughout the band gap, $D=10^{14}$ per eV per cm², and they share the Fermi level $E_F$ of the metal.

The electron barrier at the contact is $\Phi_B=E_C-E_F$, where $E_C$ is the conduction-band edge of the layer under the metal. If the metal is replaced by one with a different work function $\Phi_M$, the barrier changes. The pinning factor measures by how much:

$$
S=\frac{d\Phi_B}{d\Phi_M}.
$$

1. Estimate $S$ by a scaling argument.
2. Derive $S$ within the model, and calculate it.
3. The layer has electron affinity $\chi=4.0$ eV and band gap $E_g=1.8$ eV. Its interface states are neutral when filled up to a level $\Phi_0=0.8$ eV below $E_C$. Find the barriers for metals with $\Phi_M=4.5$ eV and $5.3$ eV.
4. Compare the estimate with the solution, and say when each fails.

The quantities $D$, $\delta$, $\chi$ and $\Phi_0$ are taken to be the same for all metals. No electric field leaves the far side of the layer, so every field line from its charge ends on the metal. The values are round model parameters and describe no particular material.

## First estimate by scaling

Suppose that pinning is strong, so that the barrier hardly moves when the work function rises by $\delta\Phi_M$. Nearly the whole change must then be taken up by an electrostatic step across the gap. A step of energy $\delta\Phi_M$ corresponds to a voltage $\delta\Phi_M/e$ and a field $\delta\Phi_M/(e\delta)$. By Gauss's law, the sheet charge behind this field is

$$
\delta\sigma\sim\frac{\varepsilon_0\,\delta\Phi_M}{e\,\delta}.
$$

The interface states have to supply this charge. A shift of the bands by $\delta\Phi_B$ relative to the Fermi level changes the occupation of $D\,\delta\Phi_B$ states per area, and hence the charge by $eD\,\delta\Phi_B$. Setting the two charges equal gives

$$
S\sim\frac{\delta\Phi_B}{\delta\Phi_M}\sim\frac{\varepsilon_0}{e^2D\delta}.
$$

The right side is a ratio of two capacitances per area. One belongs to the gap, $C_{\rm gap}=\varepsilon_0/\delta$, and the other to the interface states, $C_{\rm it}=e^2D$.

The second needs care with units. In $e^2D$ the density is counted per joule. Since one electronvolt is $e$ times one volt, $e^2/(1\ \text{eV})=e/(1\ \text{V})$, and one factor of $e$ is used up when $D$ is given per eV. With $D=10^{18}$ per eV per m²,

$$
C_{\rm it}=1.6022\times10^{-19}\times10^{18}\ \text{F/m}^2=0.1602\ \text{F/m}^2=16.02\ \mu\text{F/cm}^2 .
$$

For the gap,

$$
C_{\rm gap}=\frac{8.8542\times10^{-12}}{3\times10^{-10}}\ \text{F/m}^2=0.0295\ \text{F/m}^2=2.95\ \mu\text{F/cm}^2 .
$$

The estimate is therefore $S\sim2.95/16.02=0.184$. It is well below one, so the assumption of strong pinning is roughly consistent with its result. It is also too large: the barrier does move a little, so the gap takes up less than the full $\delta\Phi_M$, and less charge is needed than was assumed.

## Solution of the model

### Alignment of the levels

All energies are electron energies, and $E_F$ is common to both sides. Just outside the metal, the vacuum level lies $\Phi_M$ above $E_F$. At the layer it lies $\chi$ above $E_C$, and $E_C$ lies $\Phi_B$ above $E_F$. The vacuum level at the metal minus that at the layer is therefore

$$
\Delta=\Phi_M-(\Phi_B+\chi)=\Phi_M-\chi-\Phi_B. \tag{1}
$$

If there were no charge in the gap region, $\Delta$ would vanish and the barrier would be $\Phi_M-\chi$. This is the Schottky–Mott rule, and it has $S=1$.

### Charge in the interface states

Let $E_0=E_C-\Phi_0$ be the charge neutrality level. States below $E_0$ are neutral when filled and positive when empty. States above it are neutral when empty and negative when filled. At zero temperature the states are filled up to $E_F$. If $E_F$ lies below $E_0$, then $D(E_0-E_F)$ states per area are empty and positive. If it lies above, the same expression is negative and counts the extra electrons. In both cases

$$
\sigma=eD(E_0-E_F)=eD\,(\Phi_B-\Phi_0), \tag{2}
$$

where $E_0-E_F=(E_C-E_F)-(E_C-E_0)$ was used.

At temperature $T$ the occupation is the Fermi function $f(E)$. With the valence-band edge at $E_V=E_C-E_g$, the charge becomes

$$
\frac{\sigma}{eD}=\int_{E_V}^{E_0}(1-f)\,dE-\int_{E_0}^{E_C}f\,dE
=(E_0-E_V)-\int_{E_V}^{E_C}f\,dE .
$$

An antiderivative of $f$ is $-kT\ln\left(1+e^{-(E-E_F)/kT}\right)$. At the lower limit, the identity $\ln(1+e^{x})=x+\ln(1+e^{-x})$ separates off the term $E_F-E_V$. The result is

$$
\frac{\sigma}{eD}=E_0-E_F-kT\ln\left(1+e^{-(E_F-E_V)/kT}\right)+kT\ln\left(1+e^{-(E_C-E_F)/kT}\right). \tag{3}
$$

The two logarithms are what temperature adds to equation (2). They come from the ends of the band gap and are exponentially small when both band edges are many $kT$ away from $E_F$. In the middle of the gap, the electrons lifted above $E_F$ and the holes left below it cancel, because $D$ is the same on both sides. Equation (2) can then be used at room temperature as well.

The bands themselves also hold mobile charge. Its density contains the same small exponentials, and it is left out for now.

### Potential step across the gap

Let $z$ point from the metal to the layer, with charge $-\sigma$ per area at $z=0$ and $+\sigma$ at $z=\delta$. Gauss's law gives the field $-\sigma/\varepsilon_0$ between the sheets and zero outside. The electrostatic potential $\varphi$ is minus the integral of the field, so

$$
\varphi_{\rm layer}-\varphi_{\rm metal}=\frac{\sigma\delta}{\varepsilon_0}.
$$

The sheets need not be sharp. For a charge density $\rho(z)$ with zero total, integrating the field by parts gives a step of $\varepsilon_0^{-1}\int z\rho\,dz$. For a given $\sigma$, this depends only on the distance between the centres of the two charges, and that distance is the meaning of $\delta$. This is the step between the two far sides of the charge. If the layer charge is itself spread out, the band edge lies inside it and feels a somewhat smaller step. For a Gaussian spread $s$, the effective width at the centre of the layer is $\delta-s/\sqrt{2\pi}$. With $s=0.3$ Å this is 2.88 Å, which would raise the value of $S$ found below from 0.156 to 0.161.

An electron has energy $-e\varphi$, so the vacuum level is lower where the potential is higher. The vacuum level at the metal minus that at the layer is $-e(\varphi_{\rm metal}-\varphi_{\rm layer})$, which is

$$
\Delta=\frac{e\sigma\delta}{\varepsilon_0}=\alpha(\Phi_B-\Phi_0),\qquad
\alpha=\frac{e^2D\delta}{\varepsilon_0}=\frac{C_{\rm it}}{C_{\rm gap}}. \tag{4}
$$

### Barrier and pinning factor

Equations (1) and (4) are two expressions for the same step:

$$
\Phi_M-\chi-\Phi_B=\alpha\Phi_B-\alpha\Phi_0 .
$$

Collecting the terms in $\Phi_B$ on one side gives

$$
(1+\alpha)\Phi_B=\Phi_M-\chi+\alpha\Phi_0 .
$$

Now divide by $1+\alpha$, and note that $\alpha/(1+\alpha)=1-1/(1+\alpha)$:

$$
\Phi_B=S(\Phi_M-\chi)+(1-S)\Phi_0,\qquad S=\frac{1}{1+\alpha}. \tag{5}
$$

The coefficient of $\Phi_M$ is the pinning factor, since nothing else in (5) depends on the metal. The barrier is a weighted mean of the Schottky–Mott value and the neutrality value $\Phi_0$.

With the given data,

$$
\alpha=\frac{1.6022\times10^{-19}\times10^{18}\times3\times10^{-10}}{8.8542\times10^{-12}}=5.429,
\qquad
S=\frac{1}{6.429}=0.1556 .
$$

**The pinning factor is about 0.16.** The second digit is uncertain, since a change of $D$ or $\delta$ by 10 % already alters it.

A numerical solution that keeps the Fermi function at 300 K, the band electrons and holes, and two smeared charge sheets also gives 0.1556. The bands were given masses of half the free electron mass. The step was taken between the far sides of the sheets, where smearing has no effect. Temperature and the band carriers therefore do not matter for these parameters.

### Two limits

As $D\to0$, $\alpha$ vanishes, $S$ tends to one, and (5) returns the Schottky–Mott rule. As $D$ grows without bound, $S$ tends to zero and the barrier tends to $\Phi_0$ for every metal. A tiny displacement of the Fermi level from neutrality then supplies whatever charge the step requires.

The width matters as much as the density, because $\alpha$ contains their product. Within this model, states at $\delta\to0$ do not pin: their charge and its image in the metal have no separation, and so produce no step. The crossover $\alpha=1$, where $S=1/2$, lies for a gap of 3 Å at a density of $10^{14}/5.429=1.8\times10^{13}$ per eV per cm².

## Barriers for the two metals

For $\Phi_M=4.5$ eV the Schottky–Mott value is $0.500$ eV, and (5) gives

$$
\Phi_B=0.1556\times0.500\ \text{eV}+0.8444\times0.8\ \text{eV}=0.753\ \text{eV}.
$$

For $\Phi_M=5.3$ eV the Schottky–Mott value is $1.300$ eV, and

$$
\Phi_B=0.1556\times1.300\ \text{eV}+0.8444\times0.8\ \text{eV}=0.878\ \text{eV}.
$$

The work functions differ by 0.8 eV, the barriers by only 0.124 eV. The remainder, about 0.68 eV, is the change of the step across the gap.

The signs can be followed in each case. With the first metal, the barrier is smaller than $\Phi_0$, so the Fermi level lies above the neutrality level and the layer is negative. Equation (2) gives a charge of $-4.67\times10^{12}\,e$ per cm². The step is $\Delta=0.500-0.753=-0.253$ eV: the vacuum level is higher at the layer, and the barrier is raised above its Schottky–Mott value.

With the second metal, the barrier exceeds $\Phi_0$. The layer carries $+7.78\times10^{12}\,e$ per cm², the step is $1.300-0.878=0.422$ eV, and the barrier is lowered. Both barriers are drawn towards 0.8 eV, from opposite sides.

A metal with $\Phi_M=\chi+\Phi_0=4.8$ eV would leave the layer neutral. Its barrier would be 0.8 eV for any $D$ and $\delta$, since both terms of the weighted mean then refer to the same value. For a metal near this neutral value, a barrier that agrees with the Schottky–Mott rule is thus no evidence for weak pinning. Away from neutrality, a single barrier does give $S$ through (5), provided that $\chi$ and $\Phi_0$ are known. If $\Phi_0$ is unknown, $S$ can be found from the change of the barrier between two metals.

The fields in the gap are large. Dividing the size of each step by 0.3 nm gives 0.84 V/nm and 1.41 V/nm. Yet the Fermi level is displaced from neutrality by less than 0.08 eV, a small part of the band gap. The assumption of constant $D$ is therefore needed mainly near the neutrality level: a different density many $kT$ beyond the range swept by the Fermi level would change the charge only through thermal tails. A tenfold density starting 0.3 eV from neutrality moves the two barriers by less than 1 meV, whereas one starting 0.1 eV from it lowers the slope between the two metals to about 0.11.

The condition on the band edges is also met. At 300 K, $kT=0.0259$ eV, and the smaller barrier is $0.753/0.0259\approx29$ times this energy. The valence band is farther away, at least $1.8-0.878=0.922$ eV below $E_F$. The terms dropped from (3) are thus smaller than $kT$ by a factor of about $e^{-29}$.

## Comparison of estimate and solution

The scaling estimate was $1/\alpha$, and the solution is $1/(1+\alpha)$. Their ratio is

$$
\frac{1/\alpha}{1/(1+\alpha)}=\frac{1+\alpha}{\alpha}=1+\frac1\alpha .
$$

The estimate is thus too large by the fraction $1/\alpha$ of the solution, here by 18 %. In this model the estimate states its own relative error.

The missing one has a plain origin. The estimate let the gap take up the whole change of work function, whereas the gap takes up the part $1-S$. With this correction, the balance of charges reads $S=(1-S)/\alpha$, which rearranges to $S(1+\alpha)=1$, the solution. In terms of capacitances, the gap and the interface states are in series. They carry the same change of charge, and the change of work function is divided between them:

$$
S=\frac{C_{\rm gap}}{C_{\rm gap}+C_{\rm it}}=\frac{2.95}{2.95+16.02}=0.156 .
$$

The estimate dropped $C_{\rm gap}$ from the denominator. How much this matters depends on the case:

| $D$ (per eV per cm²) | $\delta$ (Å) | $1/\alpha$ | $S$ |
|---|---|---|---|
| $10^{13}$ | 3 | 1.84 | 0.648 |
| $10^{14}$ | 2 | 0.276 | 0.216 |
| $10^{14}$ | 3 | 0.184 | 0.156 |
| $10^{14}$ | 4 | 0.138 | 0.121 |
| $10^{15}$ | 3 | 0.018 | 0.018 |

For the highest density the two agree to the digits shown. For the lowest, the estimate exceeds one, which would mean that the barrier moves more than the work function. The assumption of strong pinning has failed there, since $\alpha=0.54$ is below one.

The table also shows how uncertain inputs affect the answer. Differentiating $S=1/(1+\alpha)$ gives $dS=-S^2\,d\alpha$. Dividing by $S$ and using $S\alpha=1-S$,

$$
\frac{dS}{S}=-S\alpha\,\frac{d\alpha}{\alpha}=-(1-S)\left(\frac{dD}{D}+\frac{d\delta}{\delta}\right).
$$

For the present values the factor $1-S$ is 0.84, so at fixed $D$ a gap wider by 10 % lowers $S$ by about 8 % of its value. In a real contact the two inputs are not independent, because states induced by the metal decay across the gap. If $D\propto e^{-2\kappa\delta}$, then $dD/D+d\delta/\delta=(1-2\kappa\delta)\,d\delta/\delta$, and a wider gap raises $S$ whenever $2\kappa\delta>1$. For a vacuum decay constant of about 1.1 per Å this is the case at 3 Å, so the rows of the table with different $\delta$ do not describe pulling a real contact apart. Under strong pinning, $S$ is nearly inversely proportional to both inputs. Under weak pinning, it is insensitive to them.

## When the result changes or fails

### A fixed charge in the layer

Suppose that the layer also holds $N$ fixed positive charges $e$ per area, for instance ionized donors, with their field lines ending on the metal. The total charge is $\sigma=eD(\Phi_B-\Phi_0)+eN$, and the balance of the two steps becomes

$$
\Phi_M-\chi-\Phi_B=\alpha(\Phi_B-\Phi_0)+\frac{e^2N\delta}{\varepsilon_0}.
$$

The new term does not depend on the metal. Solving as before adds to the barrier

$$
\delta\Phi_B=-S\,\frac{e^2N\delta}{\varepsilon_0}=-S\alpha\,\frac{N}{D},
$$

and leaves $S$ as it was, as long as the Fermi level stays many $kT$ away from both band edges. For $N=10^{12}$ per cm², $N/D=0.01$ eV, and the shift is $-0.1556\times5.429\times0.01\ \text{eV}=-0.0084$ eV. The numerical solution gives the same shift and an unchanged slope of 0.1556. The interface states screen the added charge: without them, the shift would be $-0.054$ eV.

### A barrier of a few $kT$

Equation (5) is in general no longer accurate when the Fermi level comes close to a band edge. Near the conduction band, two terms left out so far become important. One is the last logarithm in (3), which accounts for the end of the interface states at $E_C$. The other is the charge of the band electrons. A parabolic band in two dimensions has the constant density of states $g=m/(\pi\hbar^2)$, spin included, and integrating $g f$ upwards from $E_C$ gives $n=g\,kT\ln\left(1+e^{-\Phi_B/kT}\right)$ electrons per area. Together,

$$
\frac{\sigma}{e}=D(\Phi_B-\Phi_0)-(g-D)\,kT\ln\left(1+e^{-\Phi_B/kT}\right).
$$

The derivative of $kT\ln\left(1+e^{-\Phi_B/kT}\right)$ with respect to $\Phi_B$ is $-f_C$, where $f_C=1/(1+e^{\Phi_B/kT})$ is the occupation at the band edge. Hence

$$
\frac1e\frac{d\sigma}{d\Phi_B}=D+(g-D)f_C .
$$

This sum takes the place of $D$ in $\alpha$ when the local slope is calculated. The band electrons add $gf_C$ and strengthen the pinning, while the end of the interface states at $E_C$ removes $Df_C$ and weakens it. The net effect is stronger pinning than in (5) if $g>D$. For half the free electron mass, $g$ is about $2.1\times10^{14}$ per eV per cm², so this is the case here.

As an example, place the neutrality level only 0.05 eV below $E_C$ and take $\Phi_M=4.0$ eV. Equation (5) gives a barrier of $0.8444\times0.05=0.042$ eV, while the numerical solution gives 0.046 eV. The extra electrons make the layer more negative and raise its levels. At this barrier $f_C=1/(1+e^{0.046/0.0259})\approx0.14$, and the effective density is $(1+1.1\times0.14)D\approx1.15D$. The slope should then be about $1/(1+1.15\times5.429)\approx0.138$. The numerical value is 0.1373, about 12 % below the 0.1556 of the simple formula.

### Other assumptions

Reading the slope measured between real metals as $S$ assumes that $D$, $\delta$, $\chi$ and $\Phi_0$ stay the same from one metal to the next. If a metal binds more closely to the layer and changes them, the barrier can change for reasons other than the work function, and the measured slope does not separate the two. A gate behind the layer would add field lines that do not end on the metal, and its capacitance would have to be included in the charge balance. The numerical output below lists the main values.

## Computed values

```
Inputs
interface-state density D = 1.0e+14 per eV per cm^2
gap width delta = 3.0 angstrom
affinity = 4.0 eV, band gap = 1.8 eV
neutrality level below E_C = 0.8 eV
temperature = 300 K, kT = 0.0259 eV
band mass = 0.5 free electron masses
elementary charge e = 1.6022e-19 C
vacuum permittivity = 8.8542e-12 F/m
Pinning factor
alpha = 5.429 (no unit)
S from formula = 0.1556 (no unit)
S from numerical model = 0.1556 (no unit)
gap capacitance = 2.95 microfarad per cm^2
interface-state capacitance = 16.02 microfarad per cm^2
Two metals (numerical model)
work function = 4.5 eV:
  barrier without dipole = 0.500 eV
  barrier = 0.753 eV
  dipole step = -0.253 eV
  channel charge = -4.67e+12 e per cm^2
  size of gap field = 0.84 V/nm
work function = 5.3 eV:
  barrier without dipole = 1.300 eV
  barrier = 0.878 eV
  dipole step = 0.422 eV
  channel charge = 7.78e+12 e per cm^2
  size of gap field = 1.41 V/nm
barrier change between the metals = 0.124 eV
Dependence on D and delta (numerical model)
D = 1e+13 per eV per cm^2, delta = 3 angstrom: S = 0.648
D = 1e+14 per eV per cm^2, delta = 2 angstrom: S = 0.216
D = 1e+14 per eV per cm^2, delta = 4 angstrom: S = 0.121
D = 1e+15 per eV per cm^2, delta = 3 angstrom: S = 0.018
Fixed positive charge in the channel
fixed charge = 1.0e+12 e per cm^2
barrier shift = -0.0084 eV
S with fixed charge = 0.1556 (no unit)
Low barrier, where band electrons matter
neutrality level below E_C = 0.05 eV, work function = 4.0 eV
barrier = 0.046 eV
local slope = 0.1373 (no unit)
```
